\section*{Radiative cooling of a silicon wafer after rapid thermal annealing}

\section*{Situation and data}

A silicon wafer is held at $T_0=1323$ K in a lamp-heated annealing chamber. At $t=0$ the heating is removed, and the wafer cools by radiating from both faces. Its thickness is $d=775\ \mu$m and its diameter 300 mm. Each face is grey, with total hemispherical emissivity $\varepsilon=0.7$: it emits the fraction $\varepsilon$ of the black-body flux at its own temperature. The cubic cell of silicon has edge $a_0\approx5.43$ \AA\ and holds eight atoms. Both $d$ and $a_0$ refer to room temperature, so together they count the atoms correctly.

Until part (f) the surroundings are cold and black, the heating stops at once, and gas cooling and the wafer's edge are ignored. The algebra is in atomic units, $\hbar=m_e=e=1$, in which the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant. Temperature enters as the energy $\theta=kT$. Cooling rates are quoted as positive numbers.

\section*{(a) The black-body flux}

\textbf{Question.} Starting from the modes of the electromagnetic field, find the power $j$ emitted per unit area by a black surface, and evaluate it at $T_0$.

\textbf{Answer.} In a large volume $V$ the allowed wavevectors have density $V/(2\pi)^3$, and each carries two polarizations. The number of modes with wavenumber between $q$ and $q+dq$ is
\begin{equation}
2\,\frac{V}{(2\pi)^3}\,4\pi q^2\,dq=\frac{V q^2\,dq}{\pi^2}
=\frac{V\omega^2\,d\omega}{\pi^2c^3},
\end{equation}
where $q=\omega/c$ was used. A mode with $m$ photons has energy $m\omega$ above its ground state and weight $e^{-mz}$, with $z=\omega/\theta$. The weights sum to $1/(1-e^{-z})$, so the mean photon number is
\begin{equation}
-\frac{d}{dz}\ln\frac{1}{1-e^{-z}}=\frac{e^{-z}}{1-e^{-z}}=\frac{1}{e^{z}-1}.
\end{equation}
Multiplying the mode density by the mean energy and setting $\omega=\theta x$ gives the energy per volume,
\begin{equation}
u=\int_0^\infty\frac{\omega^3\,d\omega}{\pi^2c^3(e^{\omega/\theta}-1)}
=\frac{\theta^4}{\pi^2c^3}\int_0^\infty\frac{x^3\,dx}{e^x-1}.
\end{equation}
To do the integral, expand $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ and use $\int_0^\infty x^3e^{-mx}dx=6/m^4$. The sum $S=\sum m^{-4}$ follows from the Fourier series of $x^2$ on $(-\pi,\pi)$. Its constant term is $\pi^2/3$, and two integrations by parts give the cosine coefficients $4(-1)^m/m^2$. Equating the mean square of $x^2$ to that of its series gives
\begin{equation}
\frac{\pi^4}{5}=\frac{\pi^4}{9}+\frac12\,16S
\quad\Rightarrow\quad S=\frac{\pi^4}{90}.
\end{equation}
The integral is therefore $6S=\pi^4/15=6.494$, and $u=\pi^2\theta^4/(15c^3)$.

The radiation is isotropic. Only directions in the outward hemisphere cross a surface outwards, each with normal velocity $c\cos\chi$, so the flux is $u$ times
\begin{equation}
\frac{c}{4\pi}\int_0^{\pi/2}\cos\chi\,2\pi\sin\chi\,d\chi=\frac c4 .
\end{equation}
A black surface in equilibrium emits what it absorbs, and this is its emitted flux:
\begin{equation}
j=\frac{c}{4}\,\frac{\pi^2\theta^4}{15c^3}=\frac{\pi^2\theta^4}{60c^2}
=\frac{\pi^2\alpha^2\theta^4}{60}.
\end{equation}
With ordinary units restored, $j=\sigma T^4$ and $\sigma=\pi^2k^4/(60\hbar^3c^2)$. Inserting the constants at 1323 K gives $j=17.37$ W/cm$^2$.

\section*{(b) The initial cooling rate}

\textbf{Question.} Treat the lattice vibrations classically and the wafer as having one temperature. Find the initial cooling rate $R_0$. How large is the leading quantum correction to the heat capacity, for a Debye spectrum with characteristic temperature $\Theta\approx645$ K?

\textbf{Answer.} In the harmonic approximation each atom contributes three momentum terms and three displacement terms to the energy, all quadratic. For one term $bs^2$ the Boltzmann integral $Z=\int e^{-bs^2/\theta}ds$ is proportional to $\theta^{1/2}$, so its mean energy is $\theta^2\,d\ln Z/d\theta=\theta/2$. Six terms give $3\theta$ per atom, a heat capacity of $3k$.

With $n=8/a_0^3$ atoms per volume, a unit area of wafer holds $nd$ atoms and loses heat through two faces. Energy conservation reads
\begin{equation}
3nd\,\frac{d\theta}{dt}=-2\varepsilon j
=-2\varepsilon\,\frac{\pi^2\alpha^2\theta^4}{60},
\end{equation}
and division by $3nd$ gives
\begin{equation}
\frac{d\theta}{dt}=-\frac{\varepsilon\pi^2\alpha^2\theta^4}{90\,nd},
\qquad
R_0=\frac{2\varepsilon\sigma T_0^4}{3k\,nd}.
\label{rate}
\end{equation}
The second form is in ordinary units. The factor 2 counts faces and the factor 3 comes from the six quadratic terms.

For the numbers, $n=8/(5.43)^3=0.04997$ \AA$^{-3}$, which makes the heat capacity per wafer area $3knd=0.1604$ J/(cm$^2$\,K). The loss from both faces is $2\times0.7\times17.37=24.32$ W/cm$^2$, so
\begin{equation}
R_0=\frac{24.32}{0.1604}\ \mathrm{K/s}\approx152\ \mathrm{K/s}.
\end{equation}
Equivalently, $kT$ falls initially at 0.0131 eV/s. At fixed temperature and emissivity the rate is inversely proportional to thickness, because a thinner wafer stores less heat behind the same two faces. That scaling ends when the wafer is thin enough to transmit its own thermal radiation, since $\varepsilon$ then depends on $d$.

For the quantum correction, differentiate the mean energy $\omega/(e^{\omega/\theta}-1)$ of a vibration with respect to $\theta$. With $x=\omega/\theta$ the result is
\begin{equation}
\frac{x^2e^x}{(e^x-1)^2}=\left[\frac{x/2}{\sinh(x/2)}\right]^2
=1-\frac{x^2}{12}+\dots
\end{equation}
The Debye spectrum weights $x$ by $3x^2/y^3$ from 0 to $y=\Theta/T$, so the mean of $x^2$ is $3y^2/5$. The heat capacity is thus multiplied by $1-y^2/20$. Here $y^2/20=0.012$: the classical value is too high by about 1\%, and $R_0$ too low by the same fraction.

\section*{(c) The cooling curve}

\textbf{Question.} Find $T(t)$. What are the temperature and the cooling rate after 1 s, and how long does the wafer take to lose 100 K?

\textbf{Answer.} Equation (\ref{rate}) says $dT/dt=-R_0(T/T_0)^4$. Separating the variables and integrating from $T_0$ at $t=0$,
\begin{equation}
\int_{T_0}^{T}\frac{dT'}{T'^4}=-\frac{R_0t}{T_0^4}
\quad\Rightarrow\quad
\frac13\left(\frac1{T^3}-\frac1{T_0^3}\right)=\frac{R_0t}{T_0^4}.
\end{equation}
Multiplication by $3T_0^3$ gives
\begin{equation}
\frac{T_0^3}{T^3}=1+\frac{3R_0t}{T_0},
\qquad
T=T_0\left(1+\frac{3R_0t}{T_0}\right)^{-1/3}.
\label{curve}
\end{equation}
After 1 s the bracket is $1+3\times151.6/1323=1.344$. The temperature is then 1199 K, and the rate is $R_0(1.344)^{-4/3}=102$ K/s. The wafer has lost 124 K, not the 152 K that a constant rate would give. The time to lose 100 K is
\begin{equation}
t=\frac{T_0}{3R_0}\left[\left(\frac{1323}{1223}\right)^3-1\right]=0.77\ \mathrm{s}.
\end{equation}

At short times (\ref{curve}) expands to $T_0-R_0t+2R_0^2t^2/T_0$, so the initial rate describes the curve while $R_0t\ll T_0/2$. At long times $T\to[T_0^4/(3R_0t)]^{1/3}$. Since $R_0\propto T_0^4$, this limit no longer depends on the starting temperature. In practice it is cut off when the wafer nears the temperature of its surroundings. It can fail earlier, because lightly doped silicon becomes partly transparent in the infrared as it cools, and its emissivity falls.

\section*{(d) Is one temperature enough?}

\textbf{Question.} The thermal conductivity of hot silicon is roughly $\kappa=0.25$ W/(cm\,K). Estimate the temperature difference between mid-plane and face, and the time in which it is established.

\textbf{Answer.} Let $z$ be the distance from the mid-plane. Heat conduction obeys $3kn\,\partial T/\partial t=\kappa\,\partial^2T/\partial z^2$. Once the initial transient has died out, all depths cool at nearly the same rate $R$, so $\partial^2T/\partial z^2=-3knR/\kappa$. By symmetry the slope vanishes at $z=0$, and two integrations give
\begin{equation}
T(z)=T(0)-\frac{3knR}{2\kappa}z^2 .
\end{equation}
At the face $z=d/2$, and the energy balance $3kndR=2\varepsilon\sigma T^4$ removes $R$:
\begin{equation}
\Delta T=\frac{3knR\,d^2}{8\kappa}=\frac{\varepsilon\sigma T^4d}{4\kappa}.
\end{equation}
Initially this is $0.7\times17.37\times0.0775/(4\times0.25)=0.94$ K.

The face flux hardly changes during the transient, so the departure from the parabola has zero slope at both faces. Its slowest symmetric part is $\cos(2\pi z/d)$, which decays with time constant
\begin{equation}
\frac{3kn}{\kappa}\left(\frac{d}{2\pi}\right)^2
=\frac{0.1604\times0.0775}{4\pi^2\times0.25}\ \mathrm{s}\approx1\ \mathrm{ms}.
\end{equation}
The mean of the parabola lies $\Delta T/3$ below the centre, so the face is $2\Delta T/3\approx0.6$ K colder than the mean. Through the fourth power this lowers the emission by $4\times0.6/1323$, or 0.2\%. Through the thickness, one temperature therefore suffices for changes slower than a millisecond. Differences across the wafer's diameter even out far more slowly; part (h) returns to the rim.

\section*{(e) What the cooldown adds to boron diffusion}

\textbf{Question.} Boron in silicon diffuses with $D\propto e^{-E/kT}$, where $E\approx3.5$ eV. For how long would the wafer have to stay at $T_0$ to give the same $\int D\,dt$ as the whole cooldown?

\textbf{Answer.} The equivalent time is the integral of $D(T)/D(T_0)$. With $v=T_0/T$ and $x=E/kT_0$, the integrand is $e^{-x(v-1)}$. From (\ref{curve}), $t=(T_0/3R_0)(v^3-1)$ and $dt=(T_0/R_0)v^2dv$. Setting $w=v-1$,
\begin{align}
t_{\rm eq}&=\frac{T_0}{R_0}\int_1^\infty v^2e^{-x(v-1)}dv
=\frac{T_0}{R_0}\int_0^\infty(1+2w+w^2)e^{-xw}dw\nonumber\\
&=\frac{T_0}{R_0}\left(\frac1x+\frac2{x^2}+\frac2{x^3}\right).
\end{align}
Here $kT_0=0.1140$ eV and $x=30.7$. With $T_0/R_0=8.73$ s the leading term is 0.28 s and the full result 0.30 s. The leading term is the time needed to fall by $T_0/x=43$ K at the initial rate, a drop that reduces $D$ by about a factor $e$. The upper limit stretches the cooling law beyond its validity, but harmlessly: at $v=1.5$, or 882 K, the exponential is already $2\times10^{-7}$.

The cooldown thus counts as about 0.3 s at peak temperature. This is a small addition to a hold of many seconds, but a large part of the total when the hold itself lasts a fraction of a second. Since $t_{\rm eq}\propto1/R_0$, faster cooling reduces it in proportion. The estimate assumes that $D$ depends on temperature alone. Implantation damage, which can speed up boron diffusion for a while, is outside it.

\section*{(f) A reflecting chamber}

\textbf{Question.} Each face now looks at a large, close, parallel wall that is cold and absorbs a fraction $a$ of the radiation reaching it. Find the new initial rate for $a=0.5$, with all else unchanged.

\textbf{Answer.} In units of the black-body flux, a face emits $\varepsilon$. The wall absorbs the fraction $a$ and returns $1-a$. By Kirchhoff's law a grey face of emissivity $\varepsilon$ absorbs the fraction $\varepsilon$ of what returns and reflects $1-\varepsilon$. Each round trip therefore multiplies the travelling power by $(1-a)(1-\varepsilon)$, and the wall finally takes up
\begin{equation}
\varepsilon_{\rm eff}=\varepsilon a\sum_{m=0}^\infty[(1-a)(1-\varepsilon)]^m
=\frac{\varepsilon a}{a+\varepsilon-a\varepsilon}
=\frac{1}{1/\varepsilon+1/a-1}.
\end{equation}
A black wall, $a=1$, restores $\varepsilon$. For a highly reflecting wall, $a\ll\varepsilon$, the result tends to $a$, and the wall sets the cooling rate. For $a=0.5$, $\varepsilon_{\rm eff}=0.412$ and the initial rate drops to $151.6\times0.412/0.7\approx89$ K/s.

\section*{(g) Lamps that fade}

\textbf{Question.} Return to cold black surroundings. The lamps held the wafer steady at $T_0$, and after switch-off their power decays as $e^{-t/\tau}$ with $\tau=0.3$ s, a rough value for a hot filament. Describe the start of the cooling.

\textbf{Answer.} In the steady hold the absorbed lamp power equals the radiated power at $T_0$, which corresponds to a heating rate $R_0$. After switch-off
\begin{equation}
\frac{dT}{dt}=-R_0\left[\left(\frac{T}{T_0}\right)^4-e^{-t/\tau}\right].
\end{equation}
At $t=0$ the bracket vanishes: the wafer does not yet cool. For $t\ll\tau$, $T$ is still close to $T_0$ and the bracket is $t/\tau$, so the temperature drop is $R_0t^2/(2\tau)$. Afterwards the fading lamp raises the cooling rate while the falling temperature lowers it, and the rate passes through a maximum.

Numerical integration of the equation puts this maximum at 112 K/s, reached after 0.73 s. The value $R_0=152$ K/s is never attained. Integrating $D(T)/D(T_0)$ along the same curve gives a boron equivalent time of 0.53 s in place of 0.30 s. These numbers depend on the exponential form assumed for the lamp. A filament that cools by its own radiation follows a law like (\ref{curve}), and for the same initial decay rate its power falls as $(1+3t/4\tau)^{-4/3}$. That longer tail lowers the maximum to 92 K/s and raises the equivalent time to 0.60 s. The switch-off counts as sudden for boron only if $\tau\ll t_{\rm eq}$, which fails here.

\section*{(h) The model beside a real anneal}

\textbf{Question.} Judge how well $R_0$ represents a real wafer. Use these rough values: a heat capacity 10\% above $3k$ per atom; a gas at 300 K with heat-transfer coefficient $10^{-3}$ W/(cm$^2$\,K) at each face; an emissivity uncertain by $\pm0.1$; black walls at 300 K or 600 K; and a linear expansion of 4 ppm/K.

\textbf{Answer.} A thickness of 775 $\mu$m is standard for 300 mm wafers, 1323 K is a usual temperature for activating dopants, and 0.7 is a reasonable emissivity for bare hot silicon. The corrections, each applied alone to $R_0$, are as follows.
\begin{itemize}
\item The larger heat capacity lowers the rate to $151.6/1.10\approx138$ K/s.
\item The gas removes $2\times10^{-3}\times1023=2.05$ W/cm$^2$, which is 8.4\% of the radiated power, and raises the rate to 164 K/s.
\item The emissivity uncertainty shifts the rate by $\pm22$ K/s.
\item A black wall at $T_w$ returns the fraction $(T_w/T_0)^4$ of the emitted power: 0.3\% at 300 K and 4\% at 600 K.
\item The edge adds $2\pi rd/(2\pi r^2)=d/r=0.5\%$ to the radiating area, where $r$ is the wafer radius. This is an average over the wafer: in 1 s heat diffuses sideways only about $\sqrt{\kappa t/(3kn)}\approx3.5$ mm, so the edge loss stays near the rim. Integrating radial conduction with this loss leaves the rim about 13 K colder than the centre after 1 s, while 10 mm inward the difference is below 0.3 K. Thermal expansion adds 0.8\% to the face area without changing the number of atoms.
\end{itemize}
Heat capacity and gas together give 149 K/s. This closeness to $R_0$ is a cancellation between two rough inputs and is no evidence of accuracy.

For the values used here, the assumptions that matter most are the black surroundings and the sudden switch-off. The ranking depends on those values: a wall with $a=0.9$ lowers the rate by only 7\%, and a gas coefficient five times larger would raise it by 42\%. With the values of parts (f) and (g), the reflecting wall lowers the initial rate by 41\%, and the fading lamp keeps the peak rate 26\% below $R_0$, each acting alone. Their joint effect has not been calculated here. A figure near 150 K/s is thus the initial rate of an abruptly unheated wafer in cold, absorbing surroundings. With reflective walls or slow lamps, the same wafer takes longer to reach any given lower temperature.
